\section*{Why the bare-operator Lindblad equation heats the Rabi ground state}

\section{Definitions and conventions}

Rydberg atomic units are used with $\hbar=1$: energies and rates are in Ry, times in $\hbar/\mathrm{Ry}=4.8378\times10^{-17}$ s. One cavity mode and one two-level transition obey the quantum Rabi Hamiltonian
\begin{equation}
H=\omega a^\dagger a+\omega_q\sigma_+\sigma_-+g\,(a^\dagger\sigma_-+a\sigma_+)+g\,(a\sigma_-+a^\dagger\sigma_+),
\end{equation}
with $\sigma_-=|g\rangle\langle e|$, $\sigma_z=[\sigma_+,\sigma_-]$ and bare states $|g,n\rangle$, $|e,n\rangle$. The two coupling terms, rotating and counter-rotating, add up to $gX\sigma_x$ with $X=a+a^\dagger$. Further, $P=i(a^\dagger-a)$, $N=a^\dagger a+\sigma_+\sigma_-$, $\Sigma=\omega+\omega_q$, $\eta=g/\omega$. The eigenstates $|j\rangle$ have energies $E_j$ counted from the ground state $|G\rangle$, assumed non-degenerate; $\omega_{kj}=E_k-E_j$ and $A_{jk}=\langle j|A|k\rangle$. Every term of $H$ changes $N$ by $0$ or $\pm2$, so the parity $e^{i\pi N}$ is conserved. The operators $a$, $\sigma_-$, $X$, $\sigma_x$ flip it and have no diagonal elements between eigenstates. With $D[c]\rho=c\rho c^\dagger-\frac12\{c^\dagger c,\rho\}$, the bare equation is
\begin{equation}\label{bare}
\dot\rho=-i[H,\rho]+\kappa D[a]\rho+\gamma D[\sigma_-]\rho ,\qquad \Gamma=\kappa+\gamma .
\end{equation}
Cyclic invariance of the trace turns it into an equation for mean values,
\begin{equation}\label{adj}
\frac{d\langle O\rangle}{dt}=i\langle[H,O]\rangle+\sum_c r_c\langle D^\dagger[c]O\rangle,\qquad
D^\dagger[c]O=\tfrac12\big(c^\dagger[O,c]+[c^\dagger,O]c\big),
\end{equation}
with $r_a=\kappa$, $r_{\sigma_-}=\gamma$.

\section{The belief and its appeal}

The belief is that \eqref{bare} describes loss into zero-temperature baths at any $g$, and that $\kappa\langle a^\dagger a\rangle$ is the photon flux leaving the cavity. It has good grounds. A mirror leaks whether or not a molecule sits in the cavity, so its dissipator seems independent of $g$. The Lindblad form keeps $\rho$ positive for every $H$, so nothing signals a failure. And without the counter-rotating terms the zero-temperature end state comes out right: $|g,0\rangle$ is then an eigenstate, the ground state at resonance for $g<\omega$, and both $a$ and $\sigma_-$ annihilate it.

\section{The ground state leaks and heats}

A system weakly coupled to baths at zero temperature should stay in $|G\rangle$. Put $\rho=|G\rangle\langle G|$ in \eqref{bare}. The commutator vanishes, $\langle G|c\rho c^\dagger|G\rangle=|\langle c\rangle|^2=0$ by parity, and the anticommutator gives $-\langle c^\dagger c\rangle$. Therefore
\begin{equation}\label{leak}
-\frac{d}{dt}\langle G|\rho|G\rangle=\kappa n_G+\gamma p_G,\qquad n_G=\langle a^\dagger a\rangle_G,\quad p_G=\langle\sigma_+\sigma_-\rangle_G .
\end{equation}
For every $g\ne0$, $n_G>0$: if $a|G\rangle=0$ then $|G\rangle=|\chi\rangle|0\rangle$, and $H$ acting on it produces the one-photon component $g\sigma_x|\chi\rangle|1\rangle\neq0$, so it is not an eigenstate. The error has no threshold in $g$.

For the energy, $[a^\dagger a,a]=-a$ and $[a^\dagger,a]=-1$ give $[H,a]=-\omega a-g\sigma_x$. Likewise $[H,\sigma_-]=-\omega_q\sigma_-+gX\sigma_z$, and $\sigma_+\sigma_z=-\sigma_+$. Since $[c^\dagger,H]c$ is the adjoint of $c^\dagger[H,c]$,
\begin{align}
D^\dagger[a]H&=-\omega a^\dagger a-\tfrac g2X\sigma_x,\\
D^\dagger[\sigma_-]H&=-\omega_q\sigma_+\sigma_--\tfrac g2X\sigma_x .
\end{align}
In an eigenstate $\langle[H,a^2]\rangle=0$, and $[H,a^2]=[H,a]a+a[H,a]=-2\omega a^2-2ga\sigma_x$, so $g\langle a\sigma_x\rangle=-\omega\langle a^2\rangle$. The matrix of $H$ in the bare basis is real, so these means are real and $\frac g2\langle X\sigma_x\rangle=-\omega\langle a^2\rangle$. From $P^2=2a^\dagger a+1-a^2-a^{\dagger2}$ follows $\langle a^2\rangle-n_G=(1-\langle P^2\rangle)/2$. The initial heating power is
\begin{equation}\label{heat}
\frac{d\langle H\rangle}{dt}=\kappa\omega\,\frac{1-\langle P^2\rangle_G}{2}+\gamma\big(\omega\langle a^2\rangle_G-\omega_qp_G\big).
\end{equation}
The cavity term can also be read directly from $D[a]$: it is $\kappa\langle G|a^\dagger Ha|G\rangle$ with $E_G=0$. The vector $a|G\rangle$ is non-zero and orthogonal to $|G\rangle$, so the term is positive, and $\langle P^2\rangle_G<1$. The spurious heating through the mirror is proportional to the squeezing of $P$ below its vacuum value.

For small $g$, $gX\sigma_x|g,0\rangle=g|e,1\rangle$ with energy denominator $-\Sigma$, and the second-order path $|g,0\rangle\to|e,1\rangle\to|g,2\rangle$ has amplitude $(\sqrt2g)(g)/[(-2\omega)(-\Sigma)]$:
\begin{equation}\label{pt}
|G\rangle\approx|g,0\rangle-\frac g\Sigma|e,1\rangle+\frac{g^2}{\sqrt2\,\omega\Sigma}|g,2\rangle .
\end{equation}
Then $n_G=p_G=g^2/\Sigma^2$ and, as $a^2|2\rangle=\sqrt2|0\rangle$, $\langle a^2\rangle=g^2/(\omega\Sigma)$. Inserting $\omega\langle a^2\rangle=g^2\Sigma/\Sigma^2$, the leading power is $g^2(\kappa\omega_q+\gamma\omega)/\Sigma^2$. A photon jump leaves $|e,0\rangle$, of energy $\omega_q$, and a matter jump leaves $|g,1\rangle$, of energy $\omega$.

\section{A flux that never stops}

Apply \eqref{adj} to $N$. The dissipators give $-\kappa a^\dagger a-\gamma\sigma_+\sigma_-$. The rotating terms commute with $N$, while $[a\sigma_-,N]=2a\sigma_-$ and $[a^\dagger\sigma_+,N]=-2a^\dagger\sigma_+$. With $c=\langle a\sigma_-\rangle$, $i\langle[H,N]\rangle=2ig(c-c^*)=-4g\,\mathrm{Im}\,c$, so in the steady state the total jump flux is
\begin{equation}
F\equiv\kappa\langle a^\dagger a\rangle+\gamma\langle\sigma_+\sigma_-\rangle=-4g\,\mathrm{Im}\langle a\sigma_-\rangle .
\end{equation}
The source on the right comes from the counter-rotating terms; without them $F=0$. Now apply \eqref{adj} to $a\sigma_-$. Each dissipator gives $-\frac12a\sigma_-$ times its rate, because $[a^\dagger,a]a=-a$ and $\sigma_z\sigma_-=-\sigma_-$. The commutators are $[a^\dagger\sigma_-,a\sigma_-]=0$ (as $\sigma_-^2=0$), $[a\sigma_+,a\sigma_-]=a^2\sigma_z$ and $[a^\dagger\sigma_+,a\sigma_-]=a^\dagger a\,\sigma_+\sigma_--aa^\dagger\sigma_-\sigma_+$. Thus
\begin{equation}
\dot c=-\big(i\Sigma+\tfrac\Gamma2\big)c+ig\langle a^2\sigma_z\rangle+ig\langle a^\dagger a\,\sigma_+\sigma_--aa^\dagger\sigma_-\sigma_+\rangle .
\end{equation}
Let both rates be non-zero; with only one loss channel, at a fixed rate, the excited population need not vanish as $g\to0$. At leading order in $g$, with $\gamma/\kappa$ fixed, the state is then $|g,0\rangle$: the last mean is $-1+O(g^2)$, and $\langle a^2\sigma_z\rangle=O(g^2)$ because two photons take two powers of $g$. Setting $\dot c=0$ gives $c=-ig(\Gamma/2-i\Sigma)/(\Sigma^2+\Gamma^2/4)$ and
\begin{equation}\label{F}
F\approx\frac{2g^2\,\Gamma}{\Sigma^2+\Gamma^2/4}.
\end{equation}
For $\Gamma\ll\Sigma$ this is twice the leak rate \eqref{leak}. The factor 2 is explained below.

\section{The bath that the bare equation describes}

Couple one system operator $A$ to bath modes $b_\nu$ of frequency $\nu$ by $V=AB^\dagger+A^\dagger B$, $B=\sum_\nu g_\nu b_\nu$, with spectral density $J(\nu)=\sum_{\nu'}g_{\nu'}^2\delta(\nu-\nu')$. For $A=X$ this is the product $X(B+B^\dagger)$. In the interaction picture, inserting the integrated von Neumann equation into itself gives a double commutator. For weak coupling the total state inside it is replaced by $\rho(t)\otimes|\mathrm{vac}\rangle\langle\mathrm{vac}|$, and the memory integral is extended to infinity (Born--Markov approximation):
\begin{equation}
\dot\rho=-\int_0^\infty\!ds\,\mathrm{Tr}_B[V(t),[V(t-s),\rho\otimes|\mathrm{vac}\rangle\langle\mathrm{vac}|]] .
\end{equation}
Since $B|\mathrm{vac}\rangle=0$, the surviving correlation is $C(s)=\langle B(t)B^\dagger(t-s)\rangle=\int d\nu\,J(\nu)e^{-i\nu s}$. The products $V(t)V(t-s)\rho$ and $V(t-s)\rho V(t)$ give two terms, and the other two are their adjoints:
\begin{equation}\label{BM}
\dot\rho=\int_0^\infty\!ds\,C(s)\big[A(t-s)\rho A^\dagger(t)-A^\dagger(t)A(t-s)\rho\big]+\mathrm{h.c.}
\end{equation}
If $J=\kappa/2\pi$ on the whole real axis, then $C(s)=\kappa\delta(s)$, the half-range integral of $\delta$ is $\frac12$, and \eqref{BM} becomes $\kappa D[A]\rho$. With $A=a$ this is the cavity term of \eqref{bare}, whatever $H$ is. The bare dissipator is therefore that of a bath containing modes of negative frequency. Creating a quantum in such a mode lowers the bath energy, so its vacuum is not a ground state.

For general $J$ the evolution $A(t)=\sum_{jk}A_{jk}|j\rangle\langle k|e^{-i\omega_{kj}t}$ under the full $H$ enters, through
\begin{equation}
\int_0^\infty\!ds\,C(s)e^{i\omega_{kj}s}=\pi J(\omega_{kj})+i\,\mathrm{P}\!\!\int\!d\nu\,\frac{J(\nu)}{\omega_{kj}-\nu}.
\end{equation}
The principal-value part, which shifts levels by amounts of order $\kappa$, is dropped. The term $A\rho A^\dagger$ carries phases $e^{-i(\omega_{kj}-\omega_{k'j'})t}$, and $A^\dagger A\rho$ carries $e^{i(E_{k'}-E_k)t}$. When these differences exceed the rates, the oscillating terms average out (secular approximation), which leaves
\begin{equation}\label{sec}
\dot\rho=\sum_{jk}2\pi J(\omega_{kj})|A_{jk}|^2D\big[|j\rangle\langle k|\big]\rho .
\end{equation}
A jump $k\to j$ samples the bath at $\omega_{kj}$, which is negative for an upward jump.

For the two-sided baths, \eqref{sec} gives rates $W_{jk}=\kappa|a_{jk}|^2+\gamma|(\sigma_-)_{jk}|^2$ for all pairs. Without counter-rotating terms $a$ lowers $N$ by one, which near resonance, for low-lying states and small $\eta$, lowers the energy, so the negative half of $J$ is not sampled and extending $J$ there does no harm. With them, $a|G\rangle\approx-(g/\Sigma)|e,0\rangle$ is an upward element. The steady populations $p_k$ solve $\sum_k(W_{jk}p_k-W_{kj}p_j)=0$, which is unchanged when all rates are scaled, so they depend on $\gamma/\kappa$ and not on the strength of the loss. Multiplying by $E_j$ and summing gives $\sum_{jk}W_{jk}(E_j-E_k)p_k=0$: upward jumps draw as much power from the negative-frequency modes as downward jumps deliver. At resonance with $\kappa,\gamma\ll g\ll\omega$, the leak is $\Gamma\eta^2/4$, and the polaritons $|\pm\rangle=(|g,1\rangle\pm|e,0\rangle)/\sqrt2$ return to $|G\rangle$ at $\Gamma/2$. Balance gives
\begin{equation}\label{exc}
P_{\rm exc}=\frac{\eta^2}{2},\qquad \langle a^\dagger a\rangle_{\rm ss}=\frac{\eta^2}{4}+\frac12P_{\rm exc}=\frac{\eta^2}{2}=2n_G .
\end{equation}
At this leading order in $\eta$ each upward jump is followed by one downward jump, which is the factor 2 in \eqref{F}; at larger $\eta$ upward jumps reach higher levels that return in several steps. The downward half is emission at positive frequency, so a corrected formula for the output flux alone would not remove it.

The same conclusion follows without the Markov step. Starting from $|G,\mathrm{vac}\rangle$, the first-order amplitude of $|j,1_\nu\rangle$ is $-ig_\nu A_{jG}\int_0^te^{ixt'}dt'$ with $x=\nu+E_j$, so the survival probability $S$ obeys, at second order,
\begin{equation}
1-S(t)=\sum_j|A_{jG}|^2\int d\nu\,J(\nu)\,\frac{4\sin^2(xt/2)}{x^2}.
\end{equation}
For $J=\kappa/2\pi$ on the whole axis, $\int dx\,4\sin^2(xt/2)/x^2=2\pi t$, and $A=a$ gives $\kappa t\sum_j|a_{jG}|^2=\kappa n_Gt$. The resonance $x=0$ lies at $\nu=-E_j$. For $J=\kappa/2\pi$ on $0<\nu<W$, write $4\sin^2(xt/2)=2-2\cos xt$. As $1/x^2$ decreases and $|\int\cos xt\,dx|\le2/t$ on any interval, the integral $\int dx\,\cos(xt)/x^2$ over the band is bounded by $2/(E_j^2t)$, and the oscillating term dies out. What remains is a plateau,
\begin{equation}\label{plat}
1-S\to\frac\kappa\pi\sum_j|A_{jG}|^2\Big[\frac1{E_j}-\frac1{E_j+W}\Big],
\end{equation}
which is a constant and not a rate. The survival tends to $Z^2$, where $Z$ is the weight of $|G,\mathrm{vac}\rangle$ in the ground state of system plus bath, and at this order $1-Z=\sum_j|A_{jG}|^2\int d\nu\,J(\nu)/(\nu+E_j)^2$ is half of \eqref{plat}. Half of the plateau is thus the dressing by virtual bath photons, and the other half is real excitation left once by starting from the undressed state. Equation \eqref{plat} holds for $A=X$ and for $A=a$, so the leak comes from the support of $J$ and not from the choice of operator.

\section{The dressed equation}

For flat baths on positive frequencies coupled through $X$ and $\sigma_x$, \eqref{sec} keeps downward jumps with $\Gamma_{jk}=\kappa|X_{jk}|^2+\gamma|(\sigma_x)_{jk}|^2$, $E_k>E_j$. With $\Gamma_k=\sum_j\Gamma_{jk}$, in the Schr\"odinger picture,
\begin{align}
\dot\rho_{kk}&=-\Gamma_k\rho_{kk}+\sum_{E_l>E_k}\Gamma_{kl}\,\rho_{ll},\\
\dot\rho_{jk}&=\big[i\omega_{kj}-\tfrac12(\Gamma_j+\Gamma_k)\big]\rho_{jk}\qquad(j\ne k).
\end{align}
The population equations are triangular with eigenvalues $-\Gamma_k$, and $\Gamma_G=0$. If $\Gamma_k>0$ for each excited level, $|G\rangle$ is the unique steady state, and the slowest decay, that of a coherence $\rho_{Gk}$, has rate $\min_k\Gamma_k/2$. The photons given to the cavity bath are the cavity jumps, with flux $\kappa\sum_{E_j<E_k}|X_{jk}|^2\rho_{kk}$. This is the secular average of $\kappa\langle X^{+\dagger}X^+\rangle$ with $X^+=\sum_{E_j<E_k}X_{jk}|j\rangle\langle k|$, and $X^+|G\rangle=0$. From level $k$ the next jump leads to $j$ with probability $\Gamma_{jk}/\Gamma_k$, so the mean number of emitted cavity photons is finite:
\begin{equation}\label{casc}
m_k=\frac1{\Gamma_k}\sum_{E_j<E_k}\big(\kappa|X_{jk}|^2+\Gamma_{jk}m_j\big),\qquad m_G=0 .
\end{equation}

The secular step fails when level spacings fall to the size of the rates, as for the splitting $2g$ when $g\lesssim\kappa$. It also fails for widely spaced levels when two transition frequencies differ by less than the rates, as in the nearly harmonic ladder of a weakly coupled, detuned cavity, where one coherence feeds another. The stationarity of $|G\rangle$ survives: without that step, and still without the principal value, \eqref{BM} reads $\frac\kappa2[X^+\rho X-XX^+\rho]+\mathrm{h.c.}$, which vanishes on $|G\rangle\langle G|$. On low-lying states $X^+-a$ consists of downward elements of $a^\dagger$ and upward elements of $a$, both $O(\eta)$, so $X^+$ tends to $a$ as $\eta\to0$. The dissipator $\kappa D[a]$ then follows if the terms with $a\rho a$ and $a^2\rho$ and their adjoints, which oscillate near $2\omega$, are averaged out. The coupling operator has to come from the physical model. From $[H,X]=[H,a]+[H,a^\dagger]=\omega(a^\dagger-a)$ follows $|P_{jk}|^2=(\omega_{kj}/\omega)^2|X_{jk}|^2$, so a bath coupled through $P$ has different rates and the same steady state.

\section{Numbers}

Take the round model parameters $\omega=\omega_q=0.1$ Ry ($1.36$ eV), $g=0.03$ Ry ($\eta=0.3$), $\kappa=0.001$ Ry, $\gamma=0.0005$ Ry. Diagonalizing $H$ in a truncated Fock basis gives $E_1=0.0703$ Ry, $E_2=0.1295$ Ry, $n_G=0.02515$, $p_G=0.02300$, $\langle a^2\rangle_G=0.04709$ and $\langle P^2\rangle_G=0.95612$; the leading order is $g^2/\Sigma^2=0.0225$. Equations \eqref{leak} and \eqref{heat} give
\begin{align}
\text{leak}&=2.515\times10^{-5}+1.150\times10^{-5}=3.665\times10^{-5}\ \mathrm{Ry},\\
\text{power}&=10^{-4}\times\tfrac{0.04388}{2}+5\times10^{-5}\times(0.04709-0.02300)\nonumber\\
&=2.194\times10^{-6}+1.205\times10^{-6}=3.40\times10^{-6}\ \mathrm{Ry}^2/\hbar ,
\end{align}
that is $7.6\times10^{11}\ \mathrm{s}^{-1}$ and $1.5\times10^{-7}$ W for one undriven cavity at zero temperature.

The steady state of \eqref{bare}, found as the unit-trace null vector of the Liouvillian matrix, has $\langle a^\dagger a\rangle=0.05135=2.04\,n_G$, $\langle\sigma_+\sigma_-\rangle=0.04524$ and $P_{\rm exc}=0.04675$, against $\eta^2/2=0.045$. Dividing both rates by 1000 changes $P_{\rm exc}$ by one unit in the fifth figure. The flux is $F=5.135\times10^{-5}+2.262\times10^{-5}=7.397\times10^{-5}$ Ry, and its cavity part is $1.06\times10^{12}\ \mathrm{s}^{-1}$. Solving the rate equations with $W_{jk}$ splits the cavity part into $2.67\times10^{-5}$ Ry downward and $2.46\times10^{-5}$ Ry upward, each $\kappa\eta^2/4=2.25\times10^{-5}$ Ry at leading order, with $3.37\times10^{-6}\ \mathrm{Ry}^2/\hbar$ passing through the system. Varying $g$ at the same rates gives:
\begin{center}
\begin{tabular}{cccc}
$\eta$ & $P_{\rm exc}$ & $F$ (Ry) & Eq.~\eqref{F} (Ry)\\
0.05 & 0.00125 & $1.880\times10^{-6}$ & $1.875\times10^{-6}$\\
0.1 & 0.00502 & $7.58\times10^{-6}$ & $7.50\times10^{-6}$\\
0.3 & 0.0468 & $7.40\times10^{-5}$ & $6.75\times10^{-5}$\\
0.5 & 0.137 & $2.46\times10^{-4}$ & $1.875\times10^{-4}$
\end{tabular}
\end{center}
The growth is smooth. Relative to the numerical $F$, Eq.~\eqref{F} is low by 9\% at $\eta=0.3$ and by 24\% at $\eta=0.5$.

A calculation without a master equation decides between the two descriptions. The twelve lowest eigenstates are coupled to a uniformly discretized cavity bath with $J=\kappa/2\pi$, and the Schr\"odinger equation is propagated by a Chebyshev expansion. Rates are the slopes of $-\ln S$ fitted between $t=300$ and $1000\ \hbar/\mathrm{Ry}$. This reference keeps at most one bath photon and has no matter bath. With $A=a$ and the band $-W<\nu<W$, $W=0.6$ Ry, $|G\rangle$ decays at $2.517\times10^{-5}$ Ry, to be compared with $\kappa n_G=2.515\times10^{-5}$ Ry. With the band $0<\nu<W$ the slopes are $1.2\times10^{-8}$ Ry for $A=X$ and $1.2\times10^{-10}$ Ry for $A=a$, the larger being $5\times10^{-4}$ of $\kappa n_G$; a line fitted to a plateau with a decaying oscillation need not have zero slope, and the same fit to the second-order $1-S(t)$ gives $6\times10^{-9}$ Ry for $A=X$, half the simulated slope, and $1.3\times10^{-10}$ Ry for $A=a$. The plateaus are $3.99\times10^{-3}$ and $8.80\times10^{-5}$, and \eqref{plat} gives $3.97\times10^{-3}$ and $8.74\times10^{-5}$.

The bare equation also misses the decay rate of a real excitation. With the positive band and $A=X$, level 1 decays at $8.20\times10^{-4}$ Ry. The dressed rate $\kappa|X_{G1}|^2=8.14\times10^{-4}$ Ry is 0.7\% below this value, and the bare rate for the same jump $1\to G$, $\kappa|a_{G1}|^2=5.90\times10^{-4}$ Ry, is 28\% below it; the bare equation also empties level 1 by upward jumps of order $\kappa\eta^2$, which this figure does not include. The 0.7\% comes from the dropped principal-value terms, which slightly mix level 1 with other levels: the complex pole of the level-1 amplitude, with the self-energy from one bath photon, gives a decay rate of $8.20\times10^{-4}$ Ry with these terms and $8.14\times10^{-4}$ Ry without them. This correction depends on the band edge: the pole gives $8.18\times10^{-4}$ Ry for $W=0.3$ Ry and $8.22\times10^{-4}$ Ry for $W=1.2$ Ry. The larger gap is of first order in $\eta$: $X_{G1}=a_{G1}+a_{1G}$ with $a_{G1}\approx1/\sqrt2$ and, from \eqref{pt}, $a_{1G}\approx-(\eta/2)\langle-|e,0\rangle=\eta/(2\sqrt2)$, so the ratio of rates is about $(1+\eta/2)^2=1.32$, against $8.14/5.90=1.38$. Coupling through $P$ would give $(0.7028)^2\times8.14\times10^{-4}=4.02\times10^{-4}$ Ry.

The dressed equation on the sixteen lowest levels has $\Gamma_1=1.10\times10^{-3}$ Ry and $\Gamma_2=5.40\times10^{-4}$ Ry. The smallest non-zero decay rate among the Liouvillian eigenvalues is $2.70\times10^{-4}\ \mathrm{Ry}=\Gamma_2/2$. Start the system in $|g,0\rangle$, as after a sudden switching-on of $g$. Its weight in $|G\rangle$ is $0.9759$, and the remaining $0.0241$ cascades down. The coherences do not feed the flux, and the total, $\sum_k|\langle k|g,0\rangle|^2m_k$, here taken from the time integral of the flux over $5\times10^4\ \hbar/\mathrm{Ry}=2.4$ ps, is $0.037$ cavity photons. Over the same span the steady flux of the bare equation gives $5.135\times10^{-5}\times5\times10^4=2.57$ cavity jumps, a count that grows in proportion to the time.
